# A model dielectric function for the static screened kernel and exciton binding

An electron and a hole with reduced mass $0.2\,m$, in a medium whose screening is a constant $\epsilon_\infty=2.69$, are bound by 376 meV. If the screening is allowed to weaken at short distance, with the same $\epsilon_\infty$, the binding becomes 429 meV. The second number needs one further property of the material, the mean electron density, together with an empirical coefficient of the model, and no dielectric matrix. The questions are how these few numbers can stand in for a matrix, and how far the extra 53 meV can be trusted.

## One wave vector by hand

The crystal is a model: a simple cubic lattice with constant $a=8$ bohr, two electrons per cell and a cosine potential strong enough to open a gap. Gaussian units are used, $m$ is the free-electron mass, $e>0$, and $a_B=\hbar^2/(me^2)$ is the bohr. The mean density gives three quantities:

$$n=\frac{2}{a^3}=0.00391\ \text{bohr}^{-3},\qquad k_F=(3\pi^2n)^{1/3}=0.487\ \text{bohr}^{-1},$$

$$k_{TF}^2=\frac{4k_F}{\pi a_B}=(0.788\ \text{bohr}^{-1})^2,\qquad \hbar\omega_p=\hbar\sqrt{\frac{4\pi ne^2}{m}}=0.2216\ \text{hartree}.$$

The Cappellini-Bechstedt function is

$$\epsilon_m(Q)=1+\frac1{D(Q)},\qquad D(Q)=\frac1{\epsilon_\infty-1}+\alpha\frac{Q^2}{k_{TF}^2}+\frac{\hbar^2Q^4}{4m^2\omega_p^2},$$

with the empirical coefficient $\alpha=1.563$. Take $Q=\pi/a=0.3927\ \text{bohr}^{-1}$. The three terms of $D$ are

- $1/(2.6903-1)=0.592$,
- $1.563\,(0.3927/0.7876)^2=0.389$,
- $0.3927^4/(4\times0.2216^2)=0.121$, since $\hbar=m=1$ in bohr and hartree.

Their sum is $D=1.101$. Because $1/\epsilon_m=D/(1+D)$, the screening factor is $1.101/2.101=0.524$. The full RPA matrix of the same crystal gives 0.577 along [100], while constant screening would give $1/2.69=0.372$. Along this direction the model removes most of the error of the constant, but not all of it.

## What is being replaced

Let a static potential energy $\delta U$ act on the electrons of a spin-degenerate insulator. To first order a valence orbital $v$ acquires the admixture $-\sum_c\psi_c\langle c|\delta U|v\rangle/(E_c-E_v)$. Admixtures of other valence orbitals cancel in the density, because their denominators are antisymmetric.

Write $\mathbf Q=\mathbf q+\mathbf G$, $\mathbf Q'=\mathbf q+\mathbf G'$ and $\delta U=\sum_{\mathbf G'}U_{\mathbf G'}e^{i\mathbf Q'\cdot\mathbf r}$. Let $M_{\mathbf G}=\langle c,\mathbf k+\mathbf q|e^{i\mathbf Q\cdot\mathbf r}|v\mathbf k\rangle$, and let the crystal volume be $N_k\Omega$. The density change $2\sum_v(\psi_v^*\delta\psi_v+\text{c.c.})$ contains two sums. Time reversal, which replaces orbitals by their conjugates, makes them equal. The two spins and the two equal sums give the factor 4:

$$\delta n_{\mathbf G}=-\frac{4}{N_k\Omega}\sum_{\mathbf G'}\sum_{vc\mathbf k}\frac{M_{\mathbf G}^*M_{\mathbf G'}}{E_c-E_v}\,U_{\mathbf G'} .$$

In the RPA the electrons feel the external potential plus the Hartree potential of $\delta n$, so $U^{ext}_{\mathbf G}=U_{\mathbf G}-(4\pi e^2/Q^2)\,\delta n_{\mathbf G}$. The coefficients of $U_{\mathbf G'}$ form the dielectric matrix. Multiplying its rows by $Q$ and dividing its columns by $Q'$ makes it Hermitian:

$$\epsilon_{\mathbf G\mathbf G'}(\mathbf q)=\delta_{\mathbf G\mathbf G'}+\frac{4\pi e^2}{QQ'}\,\frac{4}{N_k\Omega}\sum_{vc\mathbf k}\frac{M^*_{\mathbf G}M_{\mathbf G'}}{E_c-E_v}.$$

In the same convention the screened interaction is $W_{\mathbf G\mathbf G'}=4\pi e^2\,\epsilon^{-1}_{\mathbf G\mathbf G'}/(QQ')$. It enters the direct kernel of the Bethe-Salpeter equation, here in the Tamm-Dancoff form with static screening and $\mathbf q=\mathbf k-\mathbf k'$:

$$K^d=-\frac1{N_k\Omega}\sum_{\mathbf G\mathbf G'}\langle c\mathbf k|e^{i\mathbf Q\cdot\mathbf r}|c'\mathbf k'\rangle\,W_{\mathbf G\mathbf G'}(\mathbf q)\,\langle v'\mathbf k'|e^{-i\mathbf Q'\cdot\mathbf r}|v\mathbf k\rangle .$$

The minus sign expresses electron-hole attraction. The approximation is

$$\epsilon^{-1}_{\mathbf G\mathbf G'}(\mathbf q)\;\to\;\frac{\delta_{\mathbf G\mathbf G'}}{\epsilon_m(|\mathbf q+\mathbf G|)},$$

which turns the double sum over $\mathbf G,\mathbf G'$ into a single one. The exchange kernel contains the bare Coulomb interaction and is not changed.

## Which constant fixes the model

The model stands for the diagonal of the inverse matrix, which is not the inverse of the diagonal. Split off the element $h=\epsilon_{00}$, the column $w$ below it and the remaining block $C$. The first column $(x,y)$ of the inverse obeys

$$hx+w^\dagger y=1,\qquad wx+Cy=0 .$$

The second equation gives $y=-C^{-1}wx$. Inserting this in the first gives

$$\frac1{\epsilon^{-1}_{00}}=\frac1x=h-w^\dagger C^{-1}w .$$

All eigenvalues of $C$ are at least 1, because the RPA sum adds a positive semidefinite matrix to the unit matrix. The subtracted term is therefore never negative: in the RPA, local fields can only lower the macroscopic constant below $\epsilon_{00}$. In the example $\epsilon_{00}=3.37$ as $q\to0$, and $\epsilon_\infty=1/\epsilon^{-1}_{00}=2.69$. The second value belongs in $D$. Using the first would screen the long-range attraction too strongly.

## The three terms and their limits

**Small $Q$.** Only the first term of $D$ survives, so $\epsilon_m\to1+(\epsilon_\infty-1)=\epsilon_\infty$. The next order matters for excitons. Define

$$s=1+\frac1{\epsilon_\infty-1}=\frac{\epsilon_\infty}{\epsilon_\infty-1},\qquad B=\frac{\alpha}{k_{TF}^2},\qquad C_4=\frac{\hbar^2}{4m^2\omega_p^2}.$$

Then $1/\epsilon_m=1-1/(1+D)$ with $1+D=s+BQ^2+C_4Q^4$. Expanding, and using $1/s=1-1/\epsilon_\infty$,

$$\frac1{\epsilon_m}=\frac1{\epsilon_\infty}+\Big(1-\frac1{\epsilon_\infty}\Big)^2\frac{\alpha Q^2}{k_{TF}^2}+O(Q^4).$$

**Large $Q$.** For a local crystal potential,

$$e^{-i\mathbf Q\cdot\mathbf r}He^{i\mathbf Q\cdot\mathbf r}=H+\frac{\hbar\mathbf Q\cdot\mathbf p}{m}+\frac{\hbar^2Q^2}{2m}.$$

An electron kicked by $\hbar\mathbf Q$ thus gains the energy $\hbar^2Q^2/2m$ on average, since the term linear in $\mathbf p$ cancels between $\mathbf k$ and $-\mathbf k$. At large $Q$ nearly all final states are empty, so completeness gives $\sum_c|M_{\mathbf G}|^2\to1$. There are $n/2$ valence orbitals per volume, and

$$\epsilon_{\mathbf G\mathbf G}-1\to\frac{4\pi e^2}{Q^2}\cdot4\cdot\frac n2\cdot\frac{2m}{\hbar^2Q^2}=\frac{16\pi nme^2}{\hbar^2Q^4}.$$

The model gives $4m^2\omega_p^2/(\hbar^2Q^4)$, which is the same expression once $\omega_p^2=4\pi ne^2/m$ is inserted. This is why the density enters, and it leaves no free coefficient in the last term of $D$. The argument concerns $\epsilon_{\mathbf G\mathbf G}$. Carrying it over to $1/\epsilon^{-1}_{\mathbf G\mathbf G}$ assumes that the local-field correction is negligible at large $Q$, as is plausible for a smooth valence density.

At $Q=3.34\ \text{bohr}^{-1}$ the ratio of $\epsilon-1$ to this tail is 1.036 for the RPA diagonal and 0.957 for the model. The model lies below 1 because the other terms of $D$ are positive. The RPA lies above 1 because the excitation energies are spread around their mean, and the average of $1/E$ over positive energies is not smaller than the reciprocal of the average.

**Metallic limit.** Let $\epsilon_\infty\to\infty$ first and then $Q\to0$. The model becomes $\epsilon_m-1\to k_{TF}^2/(\alpha Q^2)$. The correct strength for a free-electron gas follows from a slowly varying potential energy, which changes the density by $-(\partial n/\partial\mu_F)\,\delta U$. With $n=(2m\mu_F)^{3/2}/(3\pi^2\hbar^3)$ and $\mu_F=\hbar^2k_F^2/2m$,

$$\frac{\partial n}{\partial\mu_F}=\frac{3n}{2\mu_F}=\frac{mk_F}{\pi^2\hbar^2},\qquad \epsilon-1=\frac{4\pi e^2}{Q^2}\frac{\partial n}{\partial\mu_F}=\frac{k_{TF}^2}{Q^2}.$$

The model has the Thomas-Fermi form, but its strength is too small by the factor $1/1.563=0.640$. It would be right for $\alpha=1$. The function is an interpolation for semiconductors and insulators, not a theory that contains the metal as a limit.

## The interaction in real space

Let $a_1,a_2$ be the roots of $C_4x^2-Bx+s=0$. Then $1+D=C_4(Q^2+a_1)(Q^2+a_2)$, with $a_1+a_2=B/C_4$ and $a_1a_2=s/C_4$. The interaction is

$$W(Q)=\frac{4\pi e^2}{Q^2}\left[1-\frac1{C_4(Q^2+a_1)(Q^2+a_2)}\right].$$

The residues at $x=0,-a_1,-a_2$ give the partial fractions

$$\frac1{x(x+a_1)(x+a_2)}=\frac1{a_1a_2x}+\frac1{a_1(a_1-a_2)(x+a_1)}+\frac1{a_2(a_2-a_1)(x+a_2)}.$$

Each term $4\pi/(Q^2+\kappa^2)$ transforms to $e^{-\kappa r}/r$. With $1/C_4=a_1a_2(1-1/\epsilon_\infty)$ the result is

$$W(r)=\frac{e^2}r\left[\frac1{\epsilon_\infty}+\Big(1-\frac1{\epsilon_\infty}\Big)\frac{a_2e^{-\sqrt{a_1}r}-a_1e^{-\sqrt{a_2}r}}{a_2-a_1}\right].$$

At $r\to0$ the fraction is 1 and the bracket is 1: the charges meet unscreened. At large $r$ the exponentials vanish and $e^2/(\epsilon_\infty r)$ remains. In the example the roots are complex conjugates, $0.247\pm0.501i\ \text{bohr}^{-2}$. $W$ stays real, and its short-range part is a damped oscillation. The real part of $\sqrt{a_1}$ is $0.635\ \text{bohr}^{-1}$, so this part decays over about 1.6 bohr.

## The change in exciton binding

Describe the exciton by an effective-mass equation without exchange,

$$\left[\frac{p^2}{2\mu}-W(r)\right]\psi=-E_b\psi .$$

The reduced masses $\mu$ are chosen parameters, not derived from the bands of the crystal. For constant screening this is a hydrogen atom with $e^2\to e^2/\epsilon_\infty$:

$$\psi=\sqrt{\frac{\beta^3}{\pi}}\,e^{-\beta r},\qquad\beta=\frac{\mu e^2}{\hbar^2\epsilon_\infty},\qquad E_b^0=\frac{\hbar^2\beta^2}{2\mu}.$$

The expectation value of $e^{-\kappa r}/r$ in this state is $4\beta^3\int_0^\infty r\,e^{-(2\beta+\kappa)r}dr=4\beta^3/(2\beta+\kappa)^2$. The short-range part of $W$ therefore adds, to first order,

$$\Delta E_b^{(1)}=4\beta^3e^2\Big(1-\frac1{\epsilon_\infty}\Big)\frac{1}{a_2-a_1}\left[\frac{a_2}{(2\beta+\sqrt{a_1})^2}-\frac{a_1}{(2\beta+\sqrt{a_2})^2}\right].$$

For a large exciton, $2\beta\ll|\sqrt{a_1}|$, drop $2\beta$ in the denominators. What remains is

$$\frac{a_2/a_1-a_1/a_2}{a_2-a_1}=\frac{a_1+a_2}{a_1a_2}=\frac Bs=\Big(1-\frac1{\epsilon_\infty}\Big)\frac{\alpha}{k_{TF}^2},$$

so that

$$\Delta E_b^{(1)}\to4\beta^3e^2\Big(1-\frac1{\epsilon_\infty}\Big)^2\frac{\alpha}{k_{TF}^2}.$$

This is a contact interaction: it is proportional to $|\psi(0)|^2=\beta^3/\pi$. The $Q^4$ term has dropped out, so for large excitons the leading correction rests on the $\alpha$ term. It varies with density as $n^{-1/3}$, because $k_{TF}^2\propto k_F$.

Dividing by $E_b^0$ and using $\mu e^2/\hbar^2=\beta\epsilon_\infty$ gives the relative gain

$$\frac{\Delta E_b}{E_b^0}\approx8\epsilon_\infty\beta^2\Big(1-\frac1{\epsilon_\infty}\Big)^2\frac{\alpha}{k_{TF}^2},$$

which grows as $\mu^2$. For $\mu=0.2\,m$ the radius is $1/\beta=13.45$ bohr, and

$$8\times2.690\times\frac1{13.45^2}\times0.628^2\times\frac{1.563}{0.7876^2}=0.118 .$$

This fraction of 376 meV is 44 meV. The first-order formula with the finite size of the exciton kept gives 36 meV, and the radial solution gives 53 meV. The radial value exceeds the first-order one because the orbital can contract into the stronger attraction. The first-order energy is the expectation value of the Hamiltonian in a trial state, so in this model it cannot overestimate the binding. The contact value carries no such guarantee.

## Comparison with the RPA matrix

For a comparison on equal terms, both screenings are used with a 1s trial function whose exponent is optimized. The RPA input in the table is the diagonal of the inverse matrix along [100], interpolated and treated as isotropic; other directions are discussed below. Binding energies are in meV:

| $\mu/m$ | constant | model, radial | model, 1s | RPA [100], 1s |
|---|---|---|---|---|
| 0.1 | 188 | 194 | 193 | 198 |
| 0.2 | 376 | 429 | 421 | 453 |
| 0.4 | 752 | 1266 | 1212 | 1370 |

For $\mu=0.2\,m$ the model binding is 7% below the [100] value. The change relative to constant screening fares worse: 45 meV instead of 77 meV, or 58% of it. Yet over the wave vectors sampled along [100] the root-mean-square error of $1/\epsilon_m$ is only 0.025, against 0.41 for the constant.

The two findings are compatible because the gain depends on the difference from $1/\epsilon_\infty=0.3717$, which is small at many of the wave vectors that matter. For $\mu=0.2\,m$ about half of the first-order gain of the model, taken in the hydrogenic state, comes from $Q$ below $0.26\ \text{bohr}^{-1}$. At $Q=0.196\ \text{bohr}^{-1}$ the difference is $0.4430-0.3717=0.071$ along [100] in the RPA and $0.4105-0.3717=0.039$ in the model. An error of 0.03 in the screening factor is thus nearly half of the difference that produces the gain.

The choice of direction matters just as much. At $Q=0.098\ \text{bohr}^{-1}$ the RPA diagonal is 0.392 along [100], 0.382 along [110] and 0.378 along [111], while the model gives 0.381. At $Q=0.196\ \text{bohr}^{-1}$ the three directions give 0.443, 0.410 and 0.399, so [100] is the most weakly screened of them. A 1s state weights all directions equally, so it needs the average of the screening factor over directions. Averaged over the sphere, the RPA diagonal gives about 424 meV for $\mu=0.2\,m$, close to the 421 meV of the model. Part of this agreement is a cancellation: the model lies below the average at small $Q$ (0.4105 against 0.416 at $0.196\ \text{bohr}^{-1}$) and above it at larger $Q$ (0.675 against 0.637 at $0.589\ \text{bohr}^{-1}$). The missing 32 meV for $\mu=0.2\,m$ therefore describe the [100] direction, not the average over directions. The numerical check itself covers only [100].

A refit to one direction shows the danger. Solving for the coefficient that reproduces the [100] value at $Q=0.098\ \text{bohr}^{-1}$ gives $\alpha=3.31$ instead of 1.563, whereas [110] and [111] would give about 1.6 and 1.0, and the average over the sphere about 1.9. The value 3.31 is therefore not a coefficient for the crystal as a whole. In the rest of this paragraph, the RPA value means the [100] value. With $\alpha=3.31$ the 1s binding for $\mu=0.2\,m$ becomes 462 meV, now 9 meV above the RPA value. The refit adds 41 meV where 32 meV were missing, because a larger $\alpha$ also weakens the screening at intermediate $Q$. For the larger exciton with $\mu=0.1\,m$, which samples smaller $Q$, the refit gives 198.4 meV against the RPA value 198.1 meV. The overshoot shows that one refitted number does not reproduce the whole curve. For $\mu=0.4\,m$ the refit gives 1518 meV, which is about as far above the RPA value as the original model is below it.

The comparison has limits of its own:

- It tests the diagonal. The largest off-diagonal element of the inverse matrix at the sampled wave vectors is 0.14, and its effect on the exciton is not included in any column of the table.
- At $\mu=0.4\,m$ the hydrogenic radius is 6.7 bohr, less than the lattice constant. The effective-mass equation is then not justified, and the row shows the trend of the model rather than a prediction.
- Static screening requires a binding energy small compared with the excitation energies that do the screening. The smallest gap, 0.051 hartree or about 1.4 eV, is indirect and only bounds these energies from below; a rough mean value is $\hbar\omega_p/\sqrt{\epsilon_{00}-1}$, 0.144 hartree or about 3.9 eV. The binding in the last row, about 1.3 eV, is comparable to the bound and about a third of this mean, so static screening is doubtful there; the dynamical correction is not computed here.

## The method in general

1. Obtain $\epsilon_\infty$ with local fields, from one RPA calculation at small $q$ or from another source.
2. Compute $n$ from the valence electrons and the cell volume, then $k_{TF}$ and $\omega_p$. Whether shallow core electrons are counted is a choice that changes the result and must be stated.
3. For each $\mathbf q=\mathbf k-\mathbf k'$ and each $\mathbf G$, evaluate $W_{\mathbf G\mathbf G}=4\pi e^2/[Q^2\epsilon_m(Q)]$ with $Q=|\mathbf q+\mathbf G|$.
4. Replace the divergent element at $Q=0$ by its average over the small region of reciprocal space that belongs to one $\mathbf k$ point. For a sphere of equal volume, $4\pi q_0^3/3=(2\pi)^3/(N_k\Omega)$, and with $\epsilon_m\approx\epsilon_\infty$ inside it,

$$\overline W=\frac{3}{4\pi q_0^3}\int_0^{q_0}4\pi q^2\,\frac{4\pi e^2}{\epsilon_\infty q^2}\,dq=\frac{12\pi e^2}{\epsilon_\infty q_0^2}.$$

5. Sum over $\mathbf G$ to obtain $K^d$, add the unchanged exchange kernel and diagonalize.
6. Compare $1/\epsilon_m$ with a few diagonal elements of the inverse RPA matrix, taken in several directions. For large excitons, average the differences from $1/\epsilon_\infty$ at small $Q$ over directions, and refit $\alpha$ to this average if the model disagrees with it. The refit helps only when the exciton samples small $Q$. In the example it gives $\alpha\approx1.9$. For $\mu=0.1\,m$ this moves the 1s binding from about 193.3 to 194.3 meV, against 194.2 meV for the averaged RPA diagonal. The tenths of a meV are at the limit of convergence: more $\mathbf G$ vectors and a denser $\mathbf k$ mesh move $\epsilon_\infty$ from 2.6903 to about 2.689, which shifts these energies by about 0.1 meV. For $\mu=0.2\,m$ it moves the binding from 421 to 429 meV, further from 424 meV than before.

Once $\epsilon_\infty$ is known, the sum over empty states and the matrix inversion at every $\mathbf q$ are no longer needed. The price is isotropy and a uniform density: the model cannot represent a direction-dependent $\epsilon_\infty$, or the vacuum around a layer or a molecule. The numerical check compares the limits, $W(r)$ and the first-order gain with independent calculations.

## Values computed for the example and the checks

```
lattice constant: 8.0 bohr
potential coefficient U: 0.060 hartree
smallest (indirect) gap: 0.0513 hartree
mean density: 0.003906 bohr^-3
k_F: 0.4872 bohr^-1
k_TF: 0.7876 bohr^-1
plasma energy: 0.2216 hartree
alpha of the model: 1.563
RPA head eps_00, no local fields: 3.3679
same head from momentum elements: 3.3683
eps_inf with local fields: 2.6903
eps_inf, denser grid and more G: 2.6893
large-Q test at Q = 3.338 bohr^-1
  (eps-1)/free-electron tail, RPA: 1.0361
  (eps-1)/free-electron tail, model: 0.9566
metal limit / Thomas-Fermi strength: 0.6398
Q (bohr^-1), inverse eps: RPA diagonal, model
  0.0491  0.3768  0.3741
  0.0982  0.3915  0.3813
  0.1963  0.4430  0.4105
  0.3927  0.5767  0.5241
  0.5890  0.6912  0.6752
  0.7363  0.7625  0.7755
  0.9817  0.8605  0.8857
  1.3744  0.9461  0.9592
rms error of inverse eps, model: 0.0253
rms error of inverse eps, constant: 0.4121
largest off-diagonal inverse element: 0.1406
alpha implied by RPA at Q = 0.0982 bohr^-1: 3.3063
root a: 0.2474 +0.5013i bohr^-2
root b: 0.2474 -0.5013i bohr^-2
reduced mass 0.1 m, radius 26.90 bohr
  binding, constant eps_inf: 187.99 meV
  binding, model, radial solution: 193.93 meV
  gain: first order 5.04, contact 5.56 meV
  1s variational: model 193.34, RPA 198.09 meV
  1s variational, implied alpha: 198.41 meV
reduced mass 0.2 m, radius 13.45 bohr
  binding, constant eps_inf: 375.98 meV
  binding, model, radial solution: 429.18 meV
  gain: first order 36.19, contact 44.48 meV
  1s variational: model 420.90, RPA 453.21 meV
  1s variational, implied alpha: 462.00 meV
reduced mass 0.4 m, radius 6.73 bohr
  binding, constant eps_inf: 751.95 meV
  binding, model, radial solution: 1266.05 meV
  gain: first order 230.30, contact 355.83 meV
  1s variational: model 1212.18, RPA 1369.56 meV
  1s variational, implied alpha: 1518.21 meV
```
